# Cavity radius and exponential knots for the hydrogen 5s Dirac level

## Problem

A radial spline basis lives on a finite interval, so a calculation for a free atom places the atom in a cavity of radius $R$. Consider hydrogen with a fixed point nucleus in Hartree atomic units, with $V=-1/r$, energies $e$ measured from the rest energy, and $\kappa=-1$. The radial equations are

$$P'-\frac{P}{r}=\frac{e-V+2c^2}{c}\,Q,\qquad Q'+\frac{Q}{r}=-\frac{e-V}{c}\,P. \tag{1}$$

The wall imposes $P(R)=0$ and leaves $Q(R)$ free. Let $(P_0,Q_0)$ be the normalized free 5s state with energy $e_0$, and let $\Delta(R)=e(R)-e_0$ be the shift of the 5s level.

(a) Find $e_0$ and the decay of $P_0$ at large $r$.

(b) Derive an exact formula for $de/dR$ and find the sign of $\Delta$.

(c) Find $\Delta(R)$ well beyond the turning point and determine how fast it falls.

(d) Set up a spline basis, and choose $R$ and exponential knots that give $e_0$ with a relative error below $10^{-10}$.

## Solution

### The wall condition

Equations (1) are the eigenvalue equations of

$$H=\begin{pmatrix}V & c\left(-\dfrac{d}{dr}-\dfrac1r\right)\\[2mm] c\left(\dfrac{d}{dr}-\dfrac1r\right)& V-2c^2\end{pmatrix}.$$

For two states $u_1,u_2$, the terms without derivatives cancel in $u_1\cdot Hu_2-(Hu_1)\cdot u_2$. The derivative terms leave

$$\int_0^R\left[u_1\cdot Hu_2-(Hu_1)\cdot u_2\right]dr=c\,\big[Q_1P_2-P_1Q_2\big]_0^R .$$

The bracket vanishes at the nucleus for regular states, and at $R$ because $P_1=P_2=0$ there. One condition is therefore enough to make $H$ symmetric. Requiring $Q(R)=0$ as well would force the whole solution of the first-order system (1) to vanish.

### (a) The free state

Insert

$$P_0=r^\gamma e^{-\lambda r}\sum_k p_kr^k,\qquad Q_0=r^\gamma e^{-\lambda r}\sum_k q_kr^k$$

into (1). Equating equal powers of $r$ gives

$$(\gamma+k-1)p_k-\frac{q_k}{c}=A_k,\qquad \frac{p_k}{c}+(\gamma+k+1)q_k=B_k, \tag{2}$$

$$A_k=\frac{e_0+2c^2}{c}q_{k-1}+\lambda p_{k-1},\qquad B_k=-\frac{e_0}{c}p_{k-1}+\lambda q_{k-1}.$$

For $k=0$ the right sides are zero. A nonzero solution then needs $\gamma^2-1+1/c^2=0$, and regularity selects $\gamma=\sqrt{1-1/c^2}$.

Let the series end at $k=n$. The equations for $k=n+1$ become $A_{n+1}=B_{n+1}=0$, or

$$q_n=-\frac{\lambda c}{e_0+2c^2}\,p_n,\qquad \lambda^2=-\frac{e_0(e_0+2c^2)}{c^2}. \tag{3}$$

With this $\lambda$, the combination $\lambda A_n-(e_0+2c^2)B_n/c$ vanishes: its $q_{n-1}$ terms cancel directly, and its $p_{n-1}$ terms cancel by (3). Replace $A_n$ and $B_n$ by the left sides of (2), insert $q_n$, and divide by $p_n$:

$$\lambda(\gamma+n-1)+\frac{\lambda^2}{e_0+2c^2}=\frac{e_0+2c^2}{c^2}-\lambda(\gamma+n+1).$$

The second term on the left is $-e_0/c^2$. Collecting terms gives

$$\lambda(\gamma+n)=1+\frac{e_0}{c^2}.$$

Write $\varepsilon=1+e_0/c^2$, so that (3) reads $\lambda^2=c^2(1-\varepsilon^2)$. Squaring the last result gives $\varepsilon^2=c^2(\gamma+n)^2(1-\varepsilon^2)$. The 5s state has $n=4$, hence

$$e_0=c^2\left\{\left[1+\frac{1}{c^2(4+\gamma)^2}\right]^{-1/2}-1\right\}. \tag{4}$$

Numerically $e_0=-0.02000018105852$ hartree, or $-0.544232652$ eV, and $\lambda=0.200000852$ bohr$^{-1}$. The highest power in the series gives

$$P_0\simeq A\,r^{\gamma+4}e^{-\lambda r}\qquad(r\to\infty), \tag{5}$$

where $A$ is a constant. The turning point, where $e_0=V$, is $r_t=1/|e_0|=49.99955$ bohr.

### (b) How the level moves with the wall

Compare the free state with a regular solution $(P,Q)$ at energy $e$. From (1),

$$P_0'Q+P_0Q'=\frac{e_0-V+2c^2}{c}Q_0Q-\frac{e-V}{c}P_0P,$$

$$P'Q_0+PQ_0'=\frac{e-V+2c^2}{c}QQ_0-\frac{e_0-V}{c}PP_0.$$

The $1/r$ terms have cancelled within each line. Subtraction gives

$$(P_0Q-PQ_0)'=-\frac{e-e_0}{c}\,(PP_0+QQ_0). \tag{6}$$

Integrate from $0$ to $R$ and use $P(R)=0$:

$$\Delta=-\frac{c\,P_0(R)\,Q(R)}{S},\qquad S=\int_0^R(PP_0+QQ_0)\,dr. \tag{7}$$

This is exact when $S\neq0$, but it contains the unknown wall value $Q(R)$. A second relation comes from applying (6) to two regular solutions at the neighbouring energies $e$ and $e+\delta e$. With a dot for the derivative with respect to $e$, the first order in $\delta e$ at $r=R$ is

$$P\dot Q-\dot PQ=-\frac{N}{c},\qquad N=\int_0^R(P^2+Q^2)\,dr.$$

Since $P(R)=0$, this says $\dot P(R)Q(R)=N/c$. As the wall moves, the condition $P(R;e(R))=0$ must persist, so $P'(R)+\dot P(R)\,de/dR=0$. Equation (1) gives $P'(R)=(2c^2+e+1/R)Q(R)/c$, and therefore

$$\frac{de}{dR}=-\frac{P'(R)}{\dot P(R)}=-\left(2c^2+e+\frac1R\right)\frac{Q(R)^2}{N}. \tag{8}$$

For an electron level the bracket is positive and $Q(R)\ne0$, so the energy falls as the cavity grows. The 5s branch tends to $e_0$ for $R\to\infty$, hence $\Delta(R)>0$. In the nonrelativistic limit, $Q(R)\simeq P'(R)/(2c)$ and (8) becomes $-P'(R)^2/(2N)$. This is minus the outward force on the wall.

### (c) The shift beyond the turning point

Equation (7) gives $Q(R)=-\Delta S/[cP_0(R)]$. Insert this in (8) and divide by $-\Delta^2$:

$$\frac{d}{dR}\frac1\Delta=\left[2+\frac{e+1/R}{c^2}\right]\frac{S^2}{N}\,\frac{1}{P_0(R)^2}. \tag{9}$$

The division by $P_0(R)$ is safe for $R\ge r_t$. To see this, use (1) to form

$$(P_0Q_0)'=\frac{e_0-V+2c^2}{c}Q_0^2-\frac{e_0-V}{c}P_0^2 .$$

Beyond $r_t$ we have $-2c^2<e_0-V<0$, so the right side is positive. Since $P_0Q_0$ rises to zero at infinity, it is negative for all finite $r\ge r_t$, and $P_0$ has no node there.

Integrating (9) from $r_t$ to $R$ gives $1/\Delta(R)-1/\Delta(r_t)$. Three approximations now apply when $\Delta(R)$ is small.

1. The starting value $1/\Delta(r_t)$ is dropped against the much larger $1/\Delta(R)$.
2. The energy $e$ is replaced by $e_0$ in a term already divided by $c^2$.
3. The ratio $S^2/N$ is replaced by 1. The factor $1/P_0^2$ grows exponentially, so the integral is dominated by wall positions near $R$, where the cavity state is close to the free state. The Cauchy–Schwarz inequality gives $S^2/N\le1$.

The result is the quadrature law

$$\boxed{\;\frac{1}{\Delta(R)}\simeq\int_{r_t}^{R}\frac{2+(e_0+1/r)/c^2}{P_0(r)^2}\,dr\;} \tag{10}$$

It needs only the free state.

For a local formula, neglect the $1/c^2$ term and define $q=-P_0'/P_0$. Then $(1/P_0^2)'=2q/P_0^2$, and integration by parts gives

$$\int^R\frac{2\,dr}{P_0^2}=\int^R\frac1q\left(\frac1{P_0^2}\right)'dr=\frac{1}{qP_0^2}\bigg|_R+\int^R\frac{q'}{q^2P_0^2}\,dr+\text{const}.$$

Treating the last integral in the same way gives $q'/(2q^3P_0^2)$ at leading order. Relative to the first term this is $q'/(2q^2)$. Thus

$$\Delta(R)\simeq q(R)\,P_0(R)^2\qquad\text{for}\quad \frac{q'}{2q^2}\ll1. \tag{11}$$

From (5), $q\to\lambda$ and $q'/(2q^2)$ falls as $1/R^2$. Therefore

$$\Delta(R)\simeq\lambda A^2R^{2\gamma+8}e^{-2\lambda R},\qquad -\frac{d\ln\Delta}{dR}\simeq2\lambda-\frac{2\gamma+8}{R}. \tag{12}$$

These are limiting forms for $R\to\infty$. The first is still 2.8 times too large at 135 bohr, because the lower powers of $r$ in $P_0$ and the difference between $q$ and $\lambda$ still matter there. Use (10) or (11) for the size of the shift. The convergence is exponential with an algebraic prefactor. The prefactor holds the local rate well below $2\lambda=0.400002$ bohr$^{-1}$ at practical radii. Roots of the regular power series for $P(R;e)=0$ give these shifts:

| $R$ (bohr) | $\Delta$ (hartree) | rate (bohr$^{-1}$) |
|---:|---:|---:|
| 40 | $8.94\times10^{-3}$ | 0.135 |
| 60 | $4.03\times10^{-4}$ | 0.181 |
| 80 | $5.67\times10^{-6}$ | 0.243 |
| 100 | $2.85\times10^{-8}$ | 0.282 |
| 120 | $7.86\times10^{-11}$ | 0.305 |
| 135 | $7.35\times10^{-13}$ | 0.317 |

At $R=135$ bohr, (12) gives a rate of $0.4000-10.000/135=0.326$ bohr$^{-1}$, against the computed 0.317. The remaining difference comes from higher powers of $1/R$.

The quadrature law is 12% too high at 60 bohr. It is 0.06% too low at 80 bohr and 0.0012% too low at 100 bohr. Approximations 1 and 2 both make the estimate too high, so the low values show that $S^2/N<1$ is the larger effect at those two radii.

The local formula (11) is 4.3% high at 80 bohr and 0.7% high at 135 bohr. Its error at 60 bohr is only 0.2%, but this is no sign of better accuracy there: the error changes sign just below 60 bohr and rises to about 6% near 70 bohr before it declines.

At $R=40$ bohr, formula (11) gives 0.4% of the true shift, which is itself 45% of $|e_0|$. The reason is visible nonrelativistically, where $P_0''=2(V-e_0)P_0$. Beyond $r_t$ the function curves away from the axis, so a decaying $P_0$ has its outermost maximum inside $r_t$. There $q=0$, and the condition in (11) fails. The wall at 40 bohr lies almost on this maximum. The nonrelativistic 5s function is $P_0\propto xe^{-x/2}L(x)$ with $x=2r/5$ and $L=5-10x+5x^2-\tfrac56x^3+\tfrac1{24}x^4$. At $x=16$, $L=442.33$ and $dL/dx=192.67$, so $q=-\tfrac25\left(\tfrac1{16}-\tfrac12+\tfrac{192.67}{442.33}\right)=7.7\times10^{-4}$ bohr$^{-1}$. Also $q'=q^2-P_0''/P_0=q^2+2(e_0+1/R)=0.0100$ bohr$^{-2}$. The maximum is thus about $q/q'=0.08$ bohr inside the wall, and $q'/(2q^2)$ is of order $10^4$.

### (d) The spline basis

Divide $[0,R]$ into $M$ intervals. Expand $P$ in splines of degree 6 and $Q$ in splines of degree 5 on the same breakpoints. The full spaces have dimensions $M+6$ and $M+5$. Removing the first and last spline from $P$ enforces $P(0)=P(R)=0$, and removing the first from $Q$ enforces $Q(0)=0$. Both components then have $M+4$ functions.

The unequal degrees are modelled on the relation between the two components. They are a workable choice and not a necessary one: for this $\kappa$ and the final knots below, degree 6 in both components also shows no spurious level up to 5s, and it gives a smaller error with one more $Q$ function. For a bound electron the first equation in (1) requires $Q\simeq(P'-P/r)/(2c)$ wherever $|e-V|\ll2c^2$. The derivative of a degree-6 spline is a degree-5 spline, so $P'$ lies in the full degree-5 space. The term $P/r$ is in general not a spline beyond the first interval and is only approximated. Near the nucleus a polynomial $P=ar+br^2+\dots$ gives $P'-P/r=br+\dots$, which fits $Q(0)=0$.

Projecting (1) on the basis functions $P_i$ and $Q_j$ gives a matrix problem $Hx=eSx$, where $S$ now denotes the overlap matrix. The coupling element is

$$K_{ji}=c\int_0^RQ_j\left(P_i'-\frac{P_i}{r}\right)dr=c\int_0^RP_i\left(-Q_j'-\frac{Q_j}{r}\right)dr.$$

The equality follows by parts because $P_i$ vanishes at both ends, so the matrix $H$ is symmetric.

The Dirac spectrum also extends below $-2c^2$, so a basis energy is not automatically an upper bound, and spurious levels have to be looked for. In the final basis below, the number of levels above $-c^2$ equals the number of functions per component. The lowest five of them agree with the exact free levels within $6.4\times10^{-10}$ hartree. The other levels are as many as the $Q$ functions, and they all lie below $-2c^2$. For vectors with only a $Q$ part the Rayleigh quotient is the mean of $V-2c^2$, which is below $-2c^2$, so by the min–max principle at least that many eigenvalues lie below $-2c^2$. No spurious state therefore lies between $-2c^2$ and the 5s level in this basis. This says nothing about other $\kappa$ or other spline spaces.

Rounding needs care as well, because $H$ has very large eigenvalues. Inverse iteration improves the vector, and the energy is then taken from the Rayleigh quotient $x^THx/x^TSx$. If $x=v+\delta$ with $Hv=eSv$, the error of the quotient is $\delta^T(H-eS)\delta/(x^TSx)$, which is quadratic in $\delta$.

**Knots.** Take the breakpoints

$$r_i=R\,\frac{e^{\beta i/M}-1}{e^\beta-1},\qquad i=0,\dots,M. \tag{13}$$

Differentiating with respect to $i$ gives the local spacing

$$h(r)\simeq\frac{\beta}{M}(r+a),\qquad a=\frac{R}{e^\beta-1}.$$

Nonrelativistically, the local wave number inside the turning point is $\sqrt{2(e_0+1/r)}$. It falls as $r$ grows, which suggests intervals that lengthen with $r$. The comparison with uniform knots below supports this choice. Uniform knots correspond to $\beta\to0$. A very large $\beta$ leaves the outer region too coarse.

**Radius.** A relative error of $10^{-10}$ allows $2.0\times10^{-12}$ hartree in total. Give half to the cavity and half to the splines:

$$\tfrac12\times10^{-10}\times0.0200002=1.0\times10^{-12}\ \text{hartree each}.$$

The quadrature law reaches this value at $R=134.03$ bohr. Rounding up gives $R=135$ bohr, where $\Delta=7.35\times10^{-13}$ hartree $=2.00\times10^{-11}$ eV. At the local rate there, one further digit costs $\ln10/0.317=7.3$ bohr.

**Stretching.** For each integer $\beta$ from 0 to 8, take the largest spline error among $M=12$, 16 and 20, relative to the exact level in the same cavity. It is $1.0\times10^{-3}$ hartree for $\beta=0$, $1.8\times10^{-6}$ for $\beta=2$, $3.9\times10^{-7}$ for $\beta=3$ and $3.6\times10^{-6}$ for $\beta=4$. For larger $\beta$ the error is not monotonic, but it stays above the value at $\beta=3$. The choice $\beta=3$ is thus the best integer by this criterion on coarse grids. It need not be the best value for every $M$.

**Number of intervals.** With $\beta=3$ the spline error falls as follows:

| $M$ | spline error (hartree) |
|---:|---:|
| 12 | $3.9\times10^{-7}$ |
| 20 | $1.7\times10^{-10}$ |
| 28 | $1.7\times10^{-12}$ |
| 30 | $7.0\times10^{-13}$ |

Between $M=20$ and 30 the error drops by a factor of 250, which corresponds to an effective power $\ln250/\ln1.5=13.6$ of $1/M$. The exponential law in $R$ concerns the cavity and should not be read as a law in $M$.

Among the even values tried, $M=30$ is the first that meets the budget, and the larger values up to 48 also meet it. Each component then has 34 splines. From (13), the first interval is

$$135\times\frac{e^{0.1}-1}{e^3-1}=0.744\ \text{bohr},$$

and the last is 13.5 bohr. Uniform knots with the same $M$ and $R$ give a spline error of $8.7\times10^{-7}$ hartree, about a million times larger.

**Result.** The computed level is $-0.02000018105709$ hartree. It lies above the free level by

$$(0.735+0.695)\times10^{-12}=1.43\times10^{-12}\ \text{hartree},$$

the sum of the cavity shift and the spline error, which have the same sign here. Relative to $|e_0|$ this is $7.15\times10^{-11}$, within the required limit.

Enlarging $R$ at fixed $M$ and $\beta$ stretches every interval, so the two errors have to be controlled together. The ten digits belong to the model of a fixed point nucleus. Recoil, nuclear size and radiative corrections are outside it.

The numerical check checks the wall law (8) against finite differences, the identity (7) against quadrature, and the spline levels against the power-series roots.

## Calculated quantities

```
speed of light c = 137.035999 a.u.
free 5s level e0 = -0.02000018105852 hartree = -0.544232652 eV
exponent gamma = 0.9999733740 (no unit)
decay constant lambda = 0.200000852 1/bohr
limiting decay rate 2 lambda = 0.400002 1/bohr
turning point r_t = 49.99955 bohr
Exact cavity shift and local decay rate -d ln(Delta)/dR:
  R = 40 bohr: Delta = 8.94028e-03 hartree, rate = 0.13498 1/bohr
  R = 60 bohr: Delta = 4.03472e-04 hartree, rate = 0.18122 1/bohr
  R = 80 bohr: Delta = 5.66580e-06 hartree, rate = 0.24322 1/bohr
  R = 100 bohr: Delta = 2.84907e-08 hartree, rate = 0.28223 1/bohr
  R = 120 bohr: Delta = 7.86432e-11 hartree, rate = 0.30527 1/bohr
  R = 135 bohr: Delta = 7.34796e-13 hartree, rate = 0.31726 1/bohr
Approximate shift divided by exact shift (no unit):
  R = 40 bohr: q P0^2 0.00392
  R = 60 bohr: q P0^2 1.00220, quadrature law 1.11789359
  R = 80 bohr: q P0^2 1.04292, quadrature law 0.99935822
  R = 100 bohr: q P0^2 1.01817, quadrature law 0.99998802
  R = 120 bohr: q P0^2 1.00986, quadrature law 0.99999995
  R = 135 bohr: q P0^2 1.00692, quadrature law 1.00000000
largest spline-series difference, M=60, beta=4: 1.5e-15 hartree
largest relative error of wall law: 1.6e-08
largest relative error of overlap identity: 2.3e-11
error budget for each source = 1.0000e-12 hartree
radius where quadrature law meets budget = 134.028 bohr
design radius = 135 bohr
shift at design radius = 7.3480e-13 hartree = 1.9995e-11 eV
Largest spline error over M = 12, 16, 20 at design radius:
  beta = 0: 1.04e-03 hartree
  beta = 1: 1.09e-05 hartree
  beta = 2: 1.77e-06 hartree
  beta = 3: 3.92e-07 hartree
  beta = 4: 3.57e-06 hartree
  beta = 5: 8.63e-05 hartree
  beta = 6: 5.84e-06 hartree
  beta = 7: 8.31e-04 hartree
  beta = 8: 1.02e-03 hartree
chosen beta = 3 (no unit)
Spline error with chosen beta:
  M = 8: 1.87e-04 hartree
  M = 10: 9.78e-06 hartree
  M = 12: 3.92e-07 hartree
  M = 14: 3.82e-08 hartree
  M = 16: 4.67e-09 hartree
  M = 18: 7.97e-10 hartree
  M = 20: 1.74e-10 hartree
  M = 22: 4.54e-11 hartree
  M = 24: 1.37e-11 hartree
  M = 26: 4.62e-12 hartree
  M = 28: 1.72e-12 hartree
  M = 30: 6.95e-13 hartree
smallest adequate M on the ladder = 30 intervals
splines per component = 34
first interval = 0.7439 bohr, last = 13.520 bohr
uniform knots, same M: spline error = 8.72e-07 hartree
final spline 5s level = -0.02000018105709 hartree
total relative error = 7.15e-11 (no unit)
largest error of lowest five levels = 6.4e-10 hartree
```
